Density threshold for a surface wave between cold plasma and dielectric

**1. The decision and the model**

A calculation of a microwave discharge driven through a dielectric window must decide, at each electron density, whether the power may be assigned to a wave bound to the window surface. If no such wave exists at that density, a solver that is given its wavenumber and decay lengths describes a field that Maxwell's equations do not allow. It is not enough that the plasma be overdense, meaning dense enough to exclude ordinary plane waves. For two half-spaces the density must exceed the critical density by a factor that depends on the dielectric.

Let plasma fill x < 0 and dielectric fill x > 0, with a sharp plane boundary at x = 0. The plasma has uniform electron density n, fixed ions, no collisions, no thermal motion and no static magnetic field. The dielectric is lossless and nonmagnetic, with constant relative permittivity ε_d > 0. The field is weak enough for a linear response.

Atomic units are used with the Gaussian form of Maxwell's equations. The electron has mass 1 and charge −1, and c is the speed of light in these units. Fields vary in time as exp(−iωt) with real ω > 0, and k₀ = ω/c.

A surface wave here means a field that travels along the boundary, decays away from it on both sides, and is nonzero on both sides. The claim is that it exists if and only if

n > (1 + ε_d) n_c,  n_c = ω²/(4π).  (1)

**2. Permittivity of the plasma**

In a weak field the magnetic force on an electron is of second order in the wave amplitude and is dropped. The displacement s of an electron then obeys

d²s/dt² = −E.  (2)

With the time factor exp(−iωt), the left side is −ω²s, so s = E/ω². The displacement is opposite to the force, as for any free particle driven harmonically. Since the force on an electron is opposite to the field, the displacement is in phase with the field. The dipole moment per unit volume is

P = −n s = −nE/ω².  (3)

The Gaussian relation D = E + 4πP = ε_p E gives

ε_p = 1 − 4πn/ω² = 1 − n/n_c.  (4)

The plasma frequency is defined by ω_p² = 4πn, so n/n_c = ω_p²/ω². The plasma is overdense when n > n_c, that is, when ε_p < 0.

The case n = n_c, where ε_p = 0, can be set aside at once. Ampère's law then makes the curl of H vanish in the plasma. For a field varying as exp(ikz) with H along y, this means ikH_y = 0, so H_y = 0 there. By continuity it also vanishes at the dielectric face, and with it the whole decaying TM field in the dielectric. What remains is an electric oscillation inside the plasma, not a surface wave as defined above. The other polarization is excluded in Section 3 for any ε_p. From here on ε_p ≠ 0 in the TM case.

**3. Fields on each side and the exclusion of TE waves**

Choose z along the direction of travel, so that every field component has the form f(x) exp[i(kz − ωt)] with k > 0 and no dependence on y. Within either medium, of permittivity ε, Maxwell's curl equations are

∇×E = ik₀H,  ∇×H = −ik₀εE.  (5)

A prime denotes d/dx. Written in components, (5) becomes

−ikE_y = ik₀H_x,  ikE_x − E_z′ = ik₀H_y,  E_y′ = ik₀H_z,  (6)

−ikH_y = −ik₀εE_x,  ikH_x − H_z′ = −ik₀εE_y,  H_y′ = −ik₀εE_z.  (7)

These split into two independent sets. The TM set contains H_y, E_x and E_z; the TE set contains E_y, H_x and H_z.

For TM waves, the first and third equations of (7) give

E_x = kH_y/(k₀ε),  E_z = iH_y′/(k₀ε).  (8)

Inserting these into the second equation of (6) gives

ik²H_y/(k₀ε) − iH_y″/(k₀ε) = ik₀H_y.

Multiplication by ik₀ε turns this into −k²H_y + H_y″ = −εk₀²H_y, or

H_y″ = (k² − εk₀²)H_y.  (9)

For TE waves, (6) gives H_x = −kE_y/k₀ and H_z = −iE_y′/k₀. The second equation of (7) becomes −ik²E_y/k₀ + iE_y″/k₀ = −ik₀εE_y. Multiplication by −ik₀ gives E_y″ = (k² − εk₀²)E_y, the same equation as (9).

For real k, a solution decays only if the bracket is positive; otherwise it oscillates or is linear in x. Define therefore

κ_p² = k² − ε_p k₀²,  κ_d² = k² − ε_d k₀²,  κ_p > 0, κ_d > 0.  (10)

The decaying profiles are exp(κ_p x) in the plasma and exp(−κ_d x) in the dielectric.

The tangential components of E and H are continuous at x = 0. For a TE wave, continuity of E_y gives both profiles the same amplitude E₀. Since H_z is proportional to E_y′ with the same factor in both media, its continuity requires

κ_p E₀ = −κ_d E₀.  (11)

The sum κ_p + κ_d is positive, so E₀ = 0. No TE surface wave exists at any density in this model.

**4. Why the density must exceed the threshold**

For a TM wave, continuity of H_y gives a common amplitude H₀. From (8), continuity of E_z means continuity of H_y′/ε. The derivative at the boundary is κ_p H₀ on the plasma side and −κ_d H₀ on the dielectric side, so for H₀ ≠ 0

κ_p/ε_p = −κ_d/ε_d.  (12)

The remaining condition, continuity of the normal component εE_x, holds automatically because (8) gives εE_x = kH_y/k₀.

The right side of (12) is negative, and κ_p is positive. Hence ε_p < 0, and

κ_p/κ_d = −ε_p/ε_d.  (13)

This first condition is n > n_c. A stronger one follows from comparing the two decay constants. Subtraction of the relations in (10) removes k:

κ_p² − κ_d² = (ε_d − ε_p)k₀² > 0.  (14)

The inequality holds because ε_d is positive and ε_p negative. Thus κ_p > κ_d: the field falls off faster in the plasma than in the dielectric. The left side of (13) exceeds 1, and so must the right:

−ε_p > ε_d.  (15)

By (4), −ε_p = n/n_c − 1. Therefore n/n_c − 1 > ε_d, which is (1). The term 1 in the factor 1 + ε_d comes from the vacuum part of the plasma permittivity, which the electron response must first cancel. The term ε_d is the further negative permittivity needed to match the dielectric.

**5. Why the condition is sufficient**

It remains to show that a wave does exist above the threshold. Squaring (13) and using (10) gives

ε_d²(k² − ε_p k₀²) = ε_p²(k² − ε_d k₀²).

Collecting the terms in k² on the left gives

k²(ε_d² − ε_p²) = k₀² ε_p ε_d(ε_d − ε_p).

The factor ε_d − ε_p is positive when ε_p < 0 and may be divided out:

k²(ε_p + ε_d) = k₀² ε_p ε_d.  (16)

At ε_p = −ε_d the left side is zero and the right side is −ε_d²k₀², so there is no solution. The inequality in (1) is therefore strict. Otherwise

k² = k₀² ε_p ε_d/(ε_p + ε_d).  (17)

Subtracting ε_d k₀² gives the numerator ε_pε_d − ε_d(ε_p + ε_d) = −ε_d². Subtracting ε_p k₀² gives −ε_p² in the same way. Thus

κ_d² = −k₀² ε_d²/(ε_p + ε_d),  κ_p² = −k₀² ε_p²/(ε_p + ε_d).  (18)

Let δ = −(ε_p + ε_d) = n/n_c − 1 − ε_d, the excess over the threshold in units of n_c. For δ > 0, all three squares are positive, and their positive roots are

k = k₀√(−ε_pε_d/δ),  κ_d = k₀ε_d/√δ,  κ_p = −k₀ε_p/√δ.  (19)

The ratio κ_p/κ_d is −ε_p/ε_d, so the roots satisfy (13) itself and not just its square. This proves existence. Since (16) is linear in k², there is one surface wave for the chosen direction of travel.

Allowing complex k does not rescue the wave below threshold. If ε_p = ε_d, the two media are optically identical and there is no boundary to bind a wave. Otherwise the matching condition still leads to (16), so k² is real. For δ < 0, (18) makes κ_d² negative and κ_d imaginary, and the field in the dielectric does not decay.

**6. Two limits and the flow of power**

Far above the threshold, −ε_p and δ both approach n/n_c. Equation (19) then gives

k → k₀√ε_d,  κ_d → k₀ε_d√(n_c/n),  κ_p → k₀√(n/n_c) = ω_p/c.  (20)

The wave travels nearly as a plane wave in the dielectric and reaches far into it, while the plasma admits the field only to the skin depth c/ω_p. The plasma is then acting much like a metal wall.

In the opposite limit δ → 0, −ε_p tends to ε_d and

k ≈ κ_d ≈ κ_p ≈ k₀ε_d/√δ.  (21)

The wavelength and both decay lengths shrink to zero. Because k is then much larger than k₀, the limit can be understood from electrostatics. A potential φ₀ exp(−k|x| + ikz) satisfies Laplace's equation on both sides. Its normal field at the boundary is −kφ₀ in the plasma and +kφ₀ in the dielectric, and continuity of the normal component of D gives −ε_p kφ₀ = ε_d kφ₀. Hence ε_p = −ε_d, which is the threshold.

At fixed density the same result is a limit on frequency. Inserting n/n_c = ω_p²/ω² into (1) gives

ω < ω_p/√(1 + ε_d).  (22)

The power carried along the boundary gives the threshold another meaning. The time-averaged flux along z is S_z = (c/8π) Re(E_x H_y*), which by (8) equals ck|H_y|²/(8πk₀ε). It is positive in the dielectric and negative in the plasma. Each profile |H_y|² = |H₀|² exp(−2κ|x|) integrates to |H₀|²/(2κ), so the total power per unit length along y is

W = [ck|H₀|²/(16πk₀)] [1/(ε_dκ_d) + 1/(ε_pκ_p)].

From (13), κ_p = −ε_pκ_d/ε_d, and the second term in the bracket is −ε_d/(ε_p²κ_d). Therefore

W = [ck|H₀|²/(16πk₀ε_dκ_d)] (1 − ε_d²/ε_p²).  (23)

The plasma carries a backward flow equal to the fraction ε_d²/ε_p² of the forward flow in the dielectric. Condition (15) makes the net flow positive. As the threshold is approached, the fraction tends to 1 and the two flows tend to cancel.

**7. Numbers for a microwave discharge**

Take the round model parameters ħω = 1.0×10⁻⁵ eV and ε_d = 4. To evaluate n_c, ω in (1) is the photon energy divided by the hartree, and the resulting density per cubic bohr is converted to Å⁻³. This gives

n_c = 7.25×10⁻¹⁴ Å⁻³.

The threshold is five times larger:

(1 + 4)n_c = 3.63×10⁻¹³ Å⁻³ = 3.63×10¹¹ cm⁻³.

Consider first n = 3.0×10⁻¹³ Å⁻³. Here n/n_c = 4.137 and ε_p = 1 − 4.137 = −3.137. The plasma is overdense, but −ε_p is less than ε_d. Forcing this value into (18) gives κ_d²/k₀² = −16/0.863 ≈ −18.5, so the supposed surface wave does not decay in the dielectric. In the model of two half-spaces with a sharp boundary, there is no bound wave to which power could be assigned.

At n = 7.5×10⁻¹³ Å⁻³ the ratio is n/n_c = 10.341, so ε_p = −9.341 and δ = 9.341 − 4 = 5.341. Equation (19) gives

k/k₀ = √(9.341 × 4/5.341) = 2.645,

κ_d/k₀ = 4/√5.341 = 1.731,

κ_p/k₀ = 9.341/√5.341 = 4.042.

The ratio κ_p/κ_d = 2.335 agrees with 9.341/4. With k₀ = 5.068×10⁻⁹ Å⁻¹, the wavelength along the boundary is

2π/k = 2π/(2.645 × 5.068×10⁻⁹ Å⁻¹) = 4.69×10⁸ Å.

The field falls by a factor e over 1/κ_d = 1.14×10⁸ Å in the dielectric and over 1/κ_p = 4.88×10⁷ Å in the plasma. A window can stand in for a half-space only if it is several times thicker than the first length. The backward power in the plasma is (4/9.341)² = 0.18 of the forward power in the dielectric.

At this density ħω_p = 3.216×10⁻⁵ eV. By (22), the photon energy must lie below 3.216×10⁻⁵ eV/√5 = 1.438×10⁻⁵ eV, and the chosen value does.

The threshold can also be tested without (17). Substituting (8) into Maxwell's equations before ε is taken as constant gives

(H_y′/ε)′ + k₀²H_y = k²H_y/ε,  (24)

an eigenvalue problem for k² that includes the continuity of H_y′/ε. It was solved by finite differences in a box with H_y = 0 at the outer walls, counting real solutions with k² > ε_d k₀². At n/n_c = 4.8 there is no bound mode; at n/n_c = 6 there is one. Its wavenumber, 4.477 k₀, differs from the value 4.472 k₀ given by (17) by 0.1% of the latter. At the higher density of the example the two values are 2.646 k₀ and 2.645 k₀. The numerical output lists the other densities and a TE calculation at the higher density, which finds no bound mode.

**8. Where the condition fails**

The proof of (15) uses a single exponential in each medium. A plasma slab of finite thickness breaks this assumption. Let plasma fill |x| < a, with the same dielectric on both sides. For a mode with H_y even in x, write

H_y = A cosh(κ_p x) inside,  H_y = B exp[−κ_d(|x| − a)] outside.

Continuity of H_y at x = a gives B = A cosh(κ_p a). Continuity of H_y′/ε gives Aκ_p sinh(κ_p a)/ε_p = −κ_d B/ε_d. Eliminating B yields

(κ_p/κ_d) tanh(κ_p a) = −ε_p/ε_d.  (25)

Equation (14) still gives κ_p > κ_d, but the factor tanh(κ_p a) is less than 1. The left side can now be smaller than 1, and (15) no longer follows. For odd H_y, sinh and cosh change places and tanh is replaced by coth. Since coth(κ_p a) > 1, the odd mode still requires (15).

The lower density of the example shows the difference. The right side of (25) is 3.137/4 = 0.784. Take a slab of thickness 2a = 3.95×10⁷ Å, for which k₀a = 0.1. The left side of (25) diverges as κ_d → 0 and tends to 1 as κ_d → ∞. In between, at κ_d = 3k₀, (14) gives κ_p = √(9 + 7.137) k₀ = 4.017 k₀, and the left side is (4.017/3) tanh(0.4017) = 0.51. It must therefore cross 0.784 at least twice. The finite-difference solution of (24) for this slab finds two bound modes, at k = 2.242 k₀ and 9.679 k₀; the corresponding roots of (25) are 2.242 k₀ and 9.676 k₀. Both exist at a density for which two half-spaces support no surface wave. When κ_p a is large, tanh(κ_p a) approaches 1 and (25) returns to (13).

Collisions alter the threshold in another way. A friction term ν ds/dt added to the left side of (2) gives s = E/(ω² + iων), and hence

ε_p = 1 − (n/n_c)/(1 + iν/ω).  (26)

For ν much smaller than ω, the imaginary part of ε_p is approximately (n/n_c)ν/ω. At the former threshold the denominator of (17) is then about i(1 + ε_d)ν/ω instead of zero. The wavenumber stays finite and becomes complex, so the wave is damped along the boundary and the sharp divergence in (21) is removed.

A gradual density profile or an electron-poor sheath at the window also lies outside the proof. Such a layer can be neglected only if it is thin compared with 1/k and both decay lengths. Equation (21) shows that these lengths vanish at the threshold, so a layer of any fixed thickness eventually matters there. Thermal motion likewise matters once an electron crosses an appreciable part of 1/κ_p during one period. Since 1/κ_p vanishes at the threshold, thermal motion removes the sharp threshold even at a sharp wall. With an electron temperature of 2 eV, a fluid model has a bound wave at the lower density of the example, with k near 28 k₀. A kinetic model with specular reflection gives about 30 k₀ and a damping rate of about 2% of ω. 
A sheath can also create a bound wave below the threshold. Let a layer of thickness d with the permittivity of vacuum separate the plasma from a dielectric with ε_d > 1, and let k₀d be very small. For k much larger than k₀, electrostatics applies as in Section 6. Matching the potential and the normal component of D at both faces of the layer gives

tanh(kd) = −(ε_p + ε_d)/(1 + ε_pε_d).  (27)

This has a solution with k > 0 when −ε_p lies between 1 and ε_d, that is, for 2n_c < n < (1 + ε_d)n_c. At the lower density of the example, kd is about 0.075. The wavelength is then about 80 times the sheath thickness, and yet the wave owes its existence to the sheath.

In a discharge model, (1) thus decides whether the wave of the bare boundary exists. Well above the threshold, that wave is a good approximation if its wavelength and decay lengths are long compared with any layer at the window, ν is much smaller than ω, and both media are thick enough to act as half-spaces. The condition on layers is strict: at the higher density of the example, a vacuum layer only one tenth as thick as 1/κ_p already lowers κ_d by about 30%, and a layer of thickness 0.6/κ_p leaves no bound wave. Far above the threshold the relative drop caused by a thin layer is roughly (ε_d − 1)κ_p d, so it grows with ε_d. For ε_d = 9.8 at four times its threshold density, a layer of one tenth of 1/κ_p lowers κ_d by about 70%. Below the threshold, (1) does not exclude a bound wave that depends on a sheath, on the thermal motion of the electrons, or on the finite thickness of the plasma or the window, nor a strongly damped one that depends on collisions. There, and close to the threshold, the layered, warm or lossy problem has to be solved directly.

Numbers as computed

```
photon energy: 1.000e-05 eV
dielectric relative permittivity: 4.0
k0: 5.0677e-09 1/angstrom
critical density: 7.2525e-14 1/angstrom^3
threshold density: 3.6262e-13 1/angstrom^3
threshold density: 3.6262e+11 1/cm^3
lower density: 3.000e-13 1/angstrom^3
  density / critical density: 4.1365
  plasma permittivity, formula: -3.1365
  plasma permittivity, motion: -3.1365
higher density: 7.500e-13 1/angstrom^3
  density / critical density: 10.3413
  plasma permittivity, formula: -9.3413
  plasma permittivity, motion: -9.3413
higher density, surface wave:
  k/k0: 2.6449
  kappa_d/k0: 1.7308
  kappa_p/k0: 4.0419
  kappa_p/kappa_d: 2.3353
  wavelength: 4.6877e+08 angstrom
  field decay length, dielectric: 1.1401e+08 angstrom
  field decay length, plasma: 4.8821e+07 angstrom
  plasma energy: 3.2158e-05 eV
  highest surface-wave photon energy: 1.4381e-05 eV
finite-difference TM scan, two half-spaces:
  n/n_c = 0.5000: bound modes = 0
  n/n_c = 2.0000: bound modes = 0
  n/n_c = 4.1365: bound modes = 0
  n/n_c = 4.8000: bound modes = 0
  n/n_c = 6.0000: bound modes = 1, k/k0 = 4.4766 (formula 4.4721)
  n/n_c = 10.3413: bound modes = 1, k/k0 = 2.6458 (formula 2.6449)
  n/n_c = 12.0000: bound modes = 1, k/k0 = 2.5079 (formula 2.5071)
bound TE modes at higher density: 0
slab thickness: 3.9465e+07 angstrom
slab bound TM modes at lower density: 2
  slab k/k0: 2.242 (slab formula 2.242)
  slab k/k0: 9.679 (slab formula 9.676)
```
